# Valley Repopulation and the Donor Contact Hyperfine Coupling under Strain, part 1

(Sections cited here and not found follow in the second part.)

## First half: the six-valley model

A phosphorus atom on a silicon lattice site binds one electron in a state built from the six conduction-band minima along $\pm x$, $\pm y$ and $\pm z$. The electron spin $\mathbf S$ couples to the nuclear spin $\mathbf I$ through the contact interaction $A\,\mathbf S\cdot\mathbf I$, where $A$ is proportional to the electron density at the nucleus. Strain shifts the six minima relative to one another and so changes their weights in the ground state. The problem is to find how $A$ responds, first in a model with six amplitudes, then for silicon under a stated stress.

The donor wave function is written as

$$\psi(\mathbf r)=\sum_{j=1}^{6}c_j\,F_j(\mathbf r)\,\varphi_j(\mathbf r),\qquad \sum_j c_j^2=1 .$$

Here $\varphi_j$ is the Bloch function at minimum $j$ and $F_j$ is a slowly varying 1s envelope. The model makes three assumptions.

1. The envelopes are fixed: strain changes the amplitudes $c_j$ and nothing else in $\psi$.
2. The six functions $F_j\varphi_j$ are orthonormal.
3. Strain enters the Hamiltonian through the energies of the minima, and leaves the coupling between different minima unchanged.

The order of the components is $(+x,-x,+y,-y,+z,-z)$. Tensile strain and tensile stress are positive.

### (a) Levels without strain

*The potential near the donor core couples the valleys. Use the tetrahedral symmetry $T_d$ of the site to find the form of the coupling matrix, and then find its levels.*

**Solution.** The 24 operations of $T_d$ leave the nucleus in place and carry any one of the six valleys into any other. The operations that keep the $+x$ valley in place are the identity, the half-turn about $x$, and the two mirror reflections that exchange $y$ with $z$ or $y$ with $-z$. The silicon conduction-band minimum has $\Delta_1$ symmetry, which means that $\varphi_{+x}$ is unchanged by these four operations. The other five functions can therefore be defined, without ambiguity of phase, as the images of $F_{+x}\varphi_{+x}$ under operations of the group.

With this choice the coupling matrix has few independent elements.

- All diagonal elements are equal. Their common value is taken as the zero of energy.
- All elements between opposite valleys are equal. A half-turn about $z$ exchanges $+x$ and $-x$, so the element equals its own complex conjugate and is real. Call it $-g$.
- All elements between perpendicular valleys are equal, because the four operations that fix $+x$ carry $+y$ into $+y$, $-y$, $+z$ and $-z$. A mirror plane exchanges $+x$ and $+y$, so this element is real too. Call it $-f$.

For the donor treated here both $f$ and $g$ are positive, which places the fully symmetric state lowest.

Let $S=\sum_k c_k$, and let $c_{-j}$ be the amplitude of the valley opposite to $j$. The four valleys perpendicular to $j$ have the summed amplitude $S-c_j-c_{-j}$. The matrix therefore acts as

$$(Hc)_j=-g\,c_{-j}-f\,(S-c_j-c_{-j}).$$

Take first the even vectors, with $c_{-j}=c_j$. Then

$$(Hc)_j=(-g+2f)\,c_j-fS .$$

If all amplitudes are equal, $S=6c_j$, and the energy is $-g+2f-6f=-g-4f$. This is the singlet $A_1$, with $c=(1,1,1,1,1,1)/\sqrt6$.

If the amplitudes are even and $S=0$, the energy is $-g+2f$. An even vector has three free amplitudes, one for each axis, and the condition $S=0$ leaves two. This is the doublet $E$.

For odd vectors, with $c_{-j}=-c_j$, both $S$ and $c_j+c_{-j}$ vanish. Then $(Hc)_j=g\,c_j$, and the energy is $+g$. There are three such vectors, one for each axis; they form the triplet $T_2$.

The two splittings above the ground state are

$$W\equiv E(E)-E(A_1)=6f,\qquad E(T_2)-E(A_1)=4f+2g .$$

If all couplings are equal, $f=g$, and $E$ and $T_2$ coincide at $6f$ above $A_1$. This special case has one parameter. Nothing below requires it.

### (b) The density at the nucleus

*Express $A$ through the amplitudes $c_j$, and find the contribution of each level.*

**Solution.** The operations that generate the valley functions from one another leave the nucleus at $\mathbf r=0$ in place. All six functions therefore have the same value there, $F_j(0)\varphi_j(0)=\eta$. This holds even though each envelope is flattened along its own valley axis by the anisotropic mass, since the operations carry one flattened envelope into the next. Hence

$$\psi(0)=\eta\sum_j c_j=\eta S,\qquad A\propto|\eta|^2S^2 .$$

In the $A_1$ state $S=6/\sqrt6=\sqrt6$, so $S^2=6$. Call the coupling of this unstrained ground state $A_0$. With $\eta$ fixed,

$$\frac{A}{A_0}=\frac{S^2}{6}=\Big(\sum_j\frac{1}{\sqrt6}\,c_j\Big)^2=\langle A_1|\psi\rangle^2 .$$

The relative coupling is the weight of the $A_1$ state in the strained ground state. Both $E$ and $T_2$ have $S=0$: the valley waves cancel at the nucleus. Any admixture of them removes weight from the one combination in which all six waves add in phase.

### (c) The strain Hamiltonian

*Find the valley shifts for a strain with $\varepsilon_{xx}=\varepsilon_{yy}$. Show which excited states mix with $A_1$, and reduce the problem to a two-by-two matrix.*

**Solution.** To first order in strain, the shift of the $z$ valleys must be a linear combination of strain components that is unchanged by the symmetry operations of the crystal that keep the $z$ axis. Quarter-turns about $z$, combined with a lattice shift where needed, exchange $\varepsilon_{xx}$ and $\varepsilon_{yy}$ and reverse $\varepsilon_{xy}$. A half-turn about $z$ reverses $\varepsilon_{xz}$ and $\varepsilon_{yz}$. What survives is a combination of $\varepsilon_{zz}$ and $\varepsilon_{xx}+\varepsilon_{yy}$, written as

$$\delta E_z=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\varepsilon_{zz},$$

and similarly for the other axes. The constants $\Xi_d$ and $\Xi_u$ are deformation potentials.

A shift common to all valleys leaves the amplitudes unchanged. Subtracting the mean of the six shifts gives, for a valley on axis $a$,

$$V_a=\Xi_u\Big(\varepsilon_{aa}-\tfrac13\mathrm{Tr}\,\varepsilon\Big).$$

For $\varepsilon_{xx}=\varepsilon_{yy}$ the trace is $3\varepsilon_{xx}+(\varepsilon_{zz}-\varepsilon_{xx})$. With

$$D=\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})$$

the shifts become

$$V_z=\tfrac23D,\qquad V_x=V_y=-\tfrac13D .$$

Their sum is zero, as it must be. For positive $\Xi_u$, compression along $z$ makes $D$ negative and lowers the two $z$ valleys.

The shifts are the same for opposite valleys. The product of an even vector, these shifts and an odd vector therefore sums to zero over each opposite pair, so $T_2$ does not mix with $A_1$ or $E$.

A convenient basis of the doublet is

$$E_z=\frac{(-1,-1,-1,-1,2,2)}{\sqrt{12}},\qquad E'=\frac{(1,1,-1,-1,0,0)}{2}.$$

The vector $E'$ changes sign when the $x$ and $y$ axes are exchanged. Since $V_x=V_y$, and since $A_1$ and $E_z$ keep their sign under this exchange, $E'$ does not mix with them either. The remaining elements are

$$\langle A_1|V|A_1\rangle=\frac{4(-D/3)+2(2D/3)}{6}=0,$$

$$\langle E_z|V|E_z\rangle=\frac{4(-D/3)+8(2D/3)}{12}=\frac{-4D+16D}{36}=\frac D3,$$

$$\langle A_1|V|E_z\rangle=\frac{4(-1)(-D/3)+2(2)(2D/3)}{\sqrt6\,\sqrt{12}}=\frac{4D}{6\sqrt2}=\frac{\sqrt2\,D}{3}.$$

Measured from the unstrained $A_1$ energy, the Hamiltonian in the basis $(A_1,E_z)$ is

$$H_2=\begin{pmatrix}0&\sqrt2D/3\\ \sqrt2D/3&W+D/3\end{pmatrix}.$$

The opposite-valley coupling $g$ has dropped out. It displaces $A_1$ and $E$ equally and affects the position of $T_2$, which does not take part.

### (d) The hyperfine ratio at any strain

*Find the lower energy of $H_2$ and its $A_1$ weight. Show that this state is the ground state of all six valleys at every $D$.*

**Solution.** Put $m=(W+D/3)/2$ and $b=\sqrt2D/3$. Then

$$H_2-m=\begin{pmatrix}-m&b\\ b&m\end{pmatrix},\qquad (H_2-m)^2=(m^2+b^2)\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$

The eigenvalues of $H_2-m$ are $\pm\sqrt{m^2+b^2}$. Let $R=2\sqrt{m^2+b^2}$, so that

$$R^2=\Big(W+\frac D3\Big)^2+\frac{8D^2}{9}=W^2+\frac{2WD}{3}+D^2 .$$

The lower energy is

$$E_-=\frac12\Big(W+\frac D3-R\Big).$$

The operator $P_-=\frac12[1-2(H_2-m)/R]$ gives one on the lower eigenvector and zero on the upper one. It is therefore the projector on the lower state, and its first diagonal element is the $A_1$ weight:

$$\frac{A}{A_0}=\frac12\Big(1+\frac{2m}{R}\Big)=\frac12\Big(1+\frac{W+D/3}{R}\Big).$$

In terms of the dimensionless shift $u=D/W$,

$$\boxed{\frac{A}{A_0}=\frac12\left[1+\frac{1+u/3}{\sqrt{1+2u/3+u^2}}\right]}$$

This is the valley-repopulation formula. Since $R^2$ exceeds $(W+D/3)^2$ by $8D^2/9$, the fraction is below one for every $D\neq0$. In this model strain of either sign lowers the coupling.

It remains to show that no other state passes below this one. Every off-diagonal element of the six-valley matrix is negative. If $c$ is a real ground vector, replacing each $c_j$ by $|c_j|$ cannot raise the energy, so the vector of absolute values is also a ground vector. None of its components can vanish: if $|c_j|$ were zero, row $j$ of the eigenvalue equation would set a sum of non-positive terms, at least one of them negative, equal to zero. With all components nonzero, a mixture of signs in $c$ would make some coupling terms positive, and the replacement would lower the energy strictly, which is impossible. A ground vector thus has one sign in all valleys. Two such vectors cannot be orthogonal, so the ground state is not degenerate at any strain.

The vectors of $T_2$ and $E'$ type have mixed signs. The ground state therefore lies in the space of $A_1$ and $E_z$, where it is the lower root.

The formula was compared with numerical diagonalization of the six-valley matrix for 41 values of $u$ from $-8$ to $8$, each with $g=0.3$, $1.667$ and $5$ meV at $W=13$ meV. The ratios agreed to within $10^{-11}$.

A second route to the weight checks the algebra. Up to a constant, the unstrained Hamiltonian of the even states is $W$ times the projector on the doublet. At fixed $D$ the derivative of the energy with respect to $W$ is therefore the doublet weight:

$$\frac{\partial E_-}{\partial W}=\frac12\Big(1-\frac{W+D/3}{R}\Big)=1-\frac{A}{A_0}.$$

### (e) Small strain

*Expand $A/A_0$ to third order in $u$. Explain why the valley populations change linearly while the contact density does not.*

**Solution.** First-order perturbation theory gives the amplitude of $E_z$ in the ground state as minus the coupling divided by the energy gap:

$$c_E\simeq-\frac{\sqrt2D/3}{W}=-\frac{\sqrt2}{3}\,u .$$

The weight lost from $A_1$ is its square, $2u^2/9$. For the next order, write $s=1+u/3$, which is positive at small strain, and $q=8u^2/(9s^2)$. The closed form becomes

$$\frac{A}{A_0}=\frac12\big[1+(1+q)^{-1/2}\big]=1-\frac q4+O(q^2).$$

Since $s^{-2}=1-2u/3+O(u^2)$ and $q^2=O(u^4)$,

$$\boxed{\frac{A}{A_0}=1-\frac{2u^2}{9}+\frac{4u^3}{27}+O(u^4)}$$

Diagonalization of the six-valley matrix at $u=\pm0.02$ gives $-0.2222$ for the quadratic coefficient and $0.1481$ for the cubic one, in agreement with $-2/9$ and $4/27$.

The cubic term comes from the diagonal element $D/3$, which changes the gap between the two states. When the $z$ valleys are lowered, $D<0$, the gap shrinks and the loss is larger than for the opposite strain of the same size.

The population of the $z$ valleys behaves differently. With amplitudes $c_A$ and $c_E$, each $z$ valley has the amplitude $c_A/\sqrt6+2c_E/\sqrt{12}$. The two together hold

$$n_z=2\Big(\frac{c_A}{\sqrt6}+\frac{c_E}{\sqrt3}\Big)^2=\frac{(c_A+\sqrt2\,c_E)^2}{3}\simeq\frac13-\frac{4u}{9}.$$

Charge moves between valleys in first order. The nucleus, however, sees the sum of the amplitudes, and to first order what one axis gains in amplitude the others lose. The sum is at its maximum for six equal amplitudes, and a maximum has no linear slope.

## Second half: strong strain, stress and silicon

The following symbols and results are carried over. The donor state has amplitudes $c_j$ in six valleys, and $A/A_0=(\sum_jc_j)^2/6$ is its contact hyperfine coupling relative to the unstrained value. The $A_1$ ground state has six equal amplitudes. The $E$ doublet lies $W$ above it and has no density at the nucleus. A valley on axis $a$ is shifted by $V_a=\Xi_u(\varepsilon_{aa}-\frac13\mathrm{Tr}\,\varepsilon)$. For $\varepsilon_{xx}=\varepsilon_{yy}$, with $D=\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})$ and $u=D/W$,

$$\frac{A}{A_0}=\frac12\left[1+\frac{1+u/3}{\sqrt{1+2u/3+u^2}}\right]=1-\frac{2u^2}{9}+\frac{4u^3}{27}+O(u^4).$$

These results hold for fixed envelopes and for intervalley couplings that do not depend on strain.

### (f) Strong strain

*Find the limits of $A/A_0$ for large shifts of either sign, and confirm them by counting valleys.*

**Solution.** For large $|u|$ the square root approaches $|u|$, and the numerator approaches $u/3$. Therefore

$$\frac{A}{A_0}\to\frac12\Big(1-\frac13\Big)=\frac13\quad(u\to-\infty),\qquad \frac{A}{A_0}\to\frac12\Big(1+\frac13\Big)=\frac23\quad(u\to+\infty).$$

For $u\to-\infty$ the electron occupies the two $z$ valleys with amplitudes $1/\sqrt2$. The sum is $\sqrt2$, and its square divided by six is $1/3$. For $u\to+\infty$ it occupies four valleys with amplitudes $1/2$; the sum is 2, and the ratio is $4/6=2/3$. Six-valley diagonalization at $u=\mp10^5$ gives $0.3333$ and $0.6667$.

With fixed envelopes the coupling does not fall to zero, because the surviving valley waves still add in phase at the nucleus. Fewer waves add, however, and the density of $N$ equal waves in a normalized state is proportional to $N$. Envelopes that respond to strain can take the coupling below these two limits, as part (j) shows. The quadratic law has no such floor and must fail once $|u|$ is no longer small.

### (g) General normal strain and the direction of stress

*Find the leading loss of $A$ for arbitrary $\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz}$. Then find its dependence on the direction of a uniaxial stress.*

For strain with $\varepsilon_{xx}=\varepsilon_{yy}$, the six-valley model has given $A/A_0$ in closed form, with a quadratic loss at small strain and limits of $1/3$ and $2/3$ at large shifts. What remains is to solve part (g) for general normal strain and stress direction, apply the result to phosphorus in silicon under 20 MPa, and estimate the effects the model omits.

Numerical values quoted here were computed with a short program.
